How far does an oxygen atom in hafnia vibrate at 300 K?

**Question.** An oxygen atom in a hafnia memory capacitor vibrates about its lattice site. Treat its motion along one direction as a quantum harmonic oscillator of frequency 10 THz at 300 K. How large is its rms displacement, zero-point motion included, and how does it change with temperature, frequency and mass?

**Answer.** Let u be the displacement from the mean position, m the mass of the oxygen atom, f the frequency in cycles per second and ω = 2πf the angular frequency. The model assigns all the motion along u to one oscillator that carries the full oxygen mass. Its Hamiltonian is

H = p²/2m + ½mω²u².

The mean of u is zero, so the rms displacement is the square root of the variance ⟨u²⟩.

First we must know whether classical physics is enough. The vibrational quantum at 10 THz is ħω = 41.4 meV, while the thermal energy at 300 K is k_BT = 25.9 meV. The two are comparable. Neither the classical limit, k_BT ≫ ħω, nor the zero-temperature limit, k_BT ≪ ħω, can be taken for granted, and we need the variance at any temperature.

**The spread in one energy level**

Define a length u₀ and an operator a by

u₀² = ħ/(2mω),

a = (1/2u₀)(u + ip/mω), a† = (1/2u₀)(u − ip/mω).

Adding the last two gives u = u₀(a + a†). From [u, p] = iħ, the commutator is

[a, a†] = (1/4u₀²)(−(i/mω)[u, p] + (i/mω)[p, u])
= (1/4u₀²)(ħ/mω + ħ/mω) = 1.

The product a†a is related to the energy:

a†a = (1/4u₀²)(u² + p²/(m²ω²) + (i/mω)[u, p])
= (mω/2ħ)(u² + p²/(m²ω²)) − ½
= H/ħω − ½.

Hence H = ħω(a†a + ½). The commutator makes the eigenvalues of a†a the integers n = 0, 1, 2, …: a lowers n by one, and the lowering must end at a state with a|0⟩ = 0, because a†a cannot have a negative mean value. The energies are Eₙ = ħω(n + ½).

Now square the displacement:

u² = u₀²(aa + a†a† + aa† + a†a).

The first two terms change n by two, so they have no mean value in level n. In the other two, aa† = a†a + 1, which gives

⟨u²⟩ₙ = u₀²(2n + 1).

The ground state therefore has variance u₀², the zero-point part. As a check on the factors, the mean potential energy is

½mω²⟨u²⟩ₙ = ½mω² · (ħ/2mω)(2n + 1) = ½ħω(n + ½),

half the total energy, as it should be for a harmonic oscillator.

**The thermal average**

In equilibrium, level n is occupied with a probability proportional to exp(−Eₙ/k_BT). Write x = ħω/k_BT. The factor exp(−x/2) from the zero-point energy is common to all levels and cancels on normalization. Since Σ exp(−nx) = 1/(1 − e⁻ˣ), the probabilities are

Pₙ = (1 − e⁻ˣ) e⁻ⁿˣ.

Differentiating the geometric sum with respect to x, and changing the sign, gives

Σ n e⁻ⁿˣ = e⁻ˣ/(1 − e⁻ˣ)².

The mean level number is then

n̄ = Σ nPₙ = e⁻ˣ/(1 − e⁻ˣ) = 1/(eˣ − 1).

Averaging ⟨u²⟩ₙ over the levels gives

⟨u²⟩ = u₀²(1 + 2n̄) = u₀² (eˣ + 1)/(eˣ − 1).

Multiplying numerator and denominator by e^(−x/2) turns the fraction into a hyperbolic cotangent. With y = x/2 = ħω/(2k_BT),

⟨u²⟩ = (ħ/2mω) coth y.

**The number for oxygen**

The oxygen mass is 2.657 × 10⁻²⁶ kg and ω = 6.283 × 10¹³ rad/s. The corresponding stiffness is

k = mω² = 104.9 N/m.

Since ħ/(2mω) = ħω/(2k), and 41.36 meV is 6.626 × 10⁻²¹ J, the zero-point variance is

u₀² = 6.626 × 10⁻²¹ J / (2 × 104.9 N/m)
= 3.16 × 10⁻²³ m² = 0.00316 Å².

At 300 K, y = 41.36/(2 × 25.85) = 0.800 and coth y = 1.506. Therefore

⟨u²⟩ = 0.00316 Å² × 1.506 = 0.00476 Å²,

u_rms = √(0.00476 Å²) = 0.069 Å, or 6.9 pm.

To one significant figure the answer is 0.07 Å. A separate calculation, which diagonalizes H on a grid of positions and averages over its levels, gives the same variance, 0.004757 Å².

The mean level number is n̄ = 0.253, so the thermal part of the variance is 2n̄u₀² = 0.00160 Å². Zero-point motion supplies 66% of the total even at room temperature. Taken alone, the zero-point part has an rms value of 0.056 Å and the thermal part 0.040 Å. These do not add to 0.069 Å, because it is the variances that add:

0.056² + 0.040² ≈ 0.069² (in Å²).

**How it scales**

For y ≫ 1, coth y tends to 1 and the rms displacement tends to √(ħ/2mω). It is independent of temperature and falls as f^(−1/2) at fixed mass.

For y ≪ 1, expand the hyperbolic functions:

coth y = cosh y/sinh y ≈ (1 + y²/2)/[y(1 + y²/6)] ≈ (1/y)(1 + y²/3).

Because (ħ/2mω)(1/y) = k_BT/(mω²), this gives

⟨u²⟩ ≈ (k_BT/mω²)(1 + y²/3).

The leading term is classical equipartition. In that limit the rms displacement grows as √T and falls as 1/f at fixed mass. For our oscillator the classical term alone gives 0.063 Å, about 9% below the full result. The correction y²/3 = 0.213 raises the variance by 21% and the rms value to 0.0692 Å, close to the full 0.0690 Å.

The role of mass depends on what is held fixed. At fixed frequency and temperature, y does not change and u_rms varies as m^(−1/2). At fixed stiffness, as when one isotope replaces another in the same well, the classical variance k_BT/k does not depend on mass at all, while the zero-point variance ħ/(2√(km)) does.

Between the limits, the local power law in frequency follows from the logarithm of the full result:

ln u_rms = constant − ½ ln ω + ½ ln coth y.

At fixed temperature y is proportional to ω, and

d ln(coth y)/d ln y = −y/(sinh y cosh y) = −2y/sinh 2y.

Hence, at fixed mass and temperature,

d ln u_rms/d ln f = −½(1 + 2y/sinh 2y).

This is −0.84 here, between the classical −1 and the zero-point −½. A frequency 10% higher lowers the displacement by about 8%.

If the temperature changes at fixed frequency, y varies as 1/T and the corresponding exponent is +½(2y/sinh 2y) = 0.34. Warming the capacitor from 300 K to 85 °C, or 358 K, raises u_rms to 0.073 Å, an increase of 6.5%. The classical √T law would predict about 9%.

The meaning of the given frequency matters more than any of this. If 10 THz were taken to mean ω = 10¹³ rad/s, the result would be 0.40 Å, larger by a factor of 5.7. In the classical limit the factor would be 2π.

**From one oscillator to a crystal**

In a harmonic crystal the oxygen atom takes part in many modes. Multiply each atomic displacement by the square root of that atom's mass. An orthogonal change of these coordinates separates the energy into independent oscillators Qₛ of unit mass and frequency ωₛ. The oxygen displacement is

u = Σₛ eₛQₛ/√m,

where eₛ is the oxygen component, along the chosen direction, of the normalized vector of mode s. Different modes are uncorrelated in equilibrium, so the cross terms average to zero. Each Qₛ has variance (ħ/2ωₛ) coth(ħωₛ/2k_BT), and therefore

⟨u²⟩ = Σₛ wₛ (ħ/2mωₛ) coth(ħωₛ/2k_BT), wₛ = eₛ².

The weights add to one because the transformation is orthogonal. The single oscillator puts all the weight at 10 THz.

Suppose instead that the weight is spread uniformly from 4 to 20 THz, a rough stand-in for the spectrum. The rms displacement becomes 0.076 Å, which is 10% larger, although the middle of this band lies above 10 THz. The classical term shows why. The average of 1/f² over a band from f₁ to f₂ is 1/(f₁f₂), here 1/80 THz⁻² compared with 1/100 THz⁻² for the single mode. For equal oxygen weight, a slow mode contributes more than a fast one. For the same reason the lower edge of the band matters. A crystal also has acoustic modes below 4 THz, which this band leaves out. In a rough Debye estimate, with sound speeds of 3.5 to 4.5 km/s, they hold only 1 to 2% of the oxygen weight, yet they raise the band value to about 0.08 Å.

The hafnium atom also recoils. For an isolated Hf–O pair of masses M and m vibrating about a fixed centre of mass, u_Hf = −(m/M)u_O. The squared mass-weighted components are in the ratio m : m²/M, so the oxygen weight in this mode is

w = 1/(1 + m/M) = M/(M + m) = 178.49/(178.49 + 15.999) = 0.918.

With the mode frequency held at 10 THz, this mode alone gives 0.066 Å, 4% less than the single-oscillator value. In a crystal the remaining weight belongs to other modes, which add their own displacement.

**How far to trust it for hafnia**

A frequency of 10 THz lies within the range of hafnia's lattice vibrations, and 2.1 Å is a rough Hf–O bond length. The calculated rms displacement is 3.3% of that length. A real film does not vibrate at a single frequency. The uniform band above raises the result by 10%, but a different distribution of the oxygen weight over the same band can change it by more, or lower it. Fixed offsets of atoms caused by defects or grain boundaries are not part of this vibrational spread.

Real wells are not perfectly harmonic either. Take a Morse well, V₁(u) = D(1 − e^(−bu))², with a rough b = 2 Å⁻¹. Near its minimum V₁ ≈ Db²u², so matching the stiffness requires D = k/(2b²) = 0.82 eV. At 300 K the spread about the mean position is 0.072 Å, 4% more than in the harmonic well. A symmetric cage, ½V₁(u) + ½V₁(−u), has the same stiffness at its centre but rises more steeply than the harmonic well on both sides. It gives 0.067 Å, 2.5% less than the harmonic value. Even the sign of the correction depends on the shape of the well.

An applied field acts differently. A constant force F changes the potential to

½ku² − Fu = ½k(u − F/k)² − F²/(2k).

The well moves by F/k but keeps its shape, so the variance is unchanged. For a field of 2 MV/cm and a rough effective charge of magnitude 2.5 e, the force is 50 meV/Å and the shift is 0.0076 Å, 11% of the rms vibration. This is the small response within one harmonic well; in the Morse well above, the same force also changes the rms value, by about 2% up or down according to its direction. A field of 2 MV/cm is of the order of the coercive field of ferroelectric hafnia, so the estimate applies only while the film does not switch. It does not describe ferroelectric switching, in which atoms move to a different equilibrium position.

At 300 K, the band of frequencies and the two anharmonic wells give values from about 0.067 to 0.076 Å. The value for the Hf–O mode alone is left out of this range because it is only part of the displacement. These are estimates of size, not bounds. Acoustic modes push the value above this range, and oxygen weight concentrated near the top of the band pushes it below, so for real hafnia even the first figure depends on the actual spectrum. For the single oscillator of the question, the answer is 0.07 Å along one direction. The numerical output below lists the values behind these comparisons.

Computed values

```
oxygen mass: 15.999 u = 2.6567e-26 kg
frequency: 10.0 THz; temperature: 300.0 K
angular frequency: 6.2832e+13 rad/s
stiffness: 104.88 N/m
vibrational quantum: 41.357 meV
thermal energy kB T: 25.852 meV
y = quantum/(2 kB T): 0.7999; coth y: 1.5061
mean occupation: 0.2531
zero-point variance: 0.003159 angstrom^2
thermal variance: 0.001599 angstrom^2
full variance, formula: 0.004757 angstrom^2
full variance, grid: 0.004757 angstrom^2
zero-point share of variance: 66.4 %
zero-point rms alone: 0.0562 angstrom
thermal part rms alone: 0.0400 angstrom
classical rms: 0.0628 angstrom
classical rms with first correction: 0.0692 angstrom
FULL RMS: 0.0690 angstrom = 6.90 pm
rough bond length: 2.1 angstrom
rms/bond length: 3.3 %
d ln(rms)/d ln(f), formula: -0.8368; grid: -0.8368
rms at 358.15 K: 0.0735 angstrom, change +6.5 %
rough mode band: 4 to 20 THz
rms for mode band: 0.0757 angstrom, change +9.7 %
hafnium mass: 178.49 u
oxygen weight in Hf-O optic mode: 0.9177
rms from optic mode only: 0.0661 angstrom, change -4.2 %
rough Morse inverse range: 2.0 per angstrom
one-sided Morse well depth: 818.3 meV
rms in one-sided Morse well: 0.0719 angstrom, change +4.2 %
rms in symmetric Morse cage: 0.0672 angstrom, change -2.5 %
field: 2.0 MV/cm; rough charge size: 2.5 e
field shift of mean position: 0.0076 angstrom
field shift/rms: 11.1 %
rms if 10 THz is misread as 1e13 rad/s: 0.3959 angstrom
misread rms/correct rms: 5.74
```
